# Ten cubic Coulomb parameters of a d shell and their spherical limit

## The e pair alone

Take two real orthonormal orbitals that transform under the cubic group as $\theta\sim 3z^2-r^2$ and $\varepsilon\sim x^2-y^2$. Their Coulomb elements are

$$(ab|cd)=\iint a(\mathbf r)b(\mathbf r)\,W(\mathbf r,\mathbf r')\,c(\mathbf r')d(\mathbf r')\,d^3r\,d^3r' .\tag{1}$$

The kernel $W$ is real, static, symmetric in its two arguments and invariant under the cubic group. It may be the bare Coulomb interaction or a statically screened one. Since the orbitals are real,

$$(ab|cd)=(ba|cd)=(ab|dc)=(cd|ab).\tag{2}$$

Equation (1) is therefore a symmetric bilinear form on pair densities. For two orbitals there are three of these:

$$n_0=\frac{\theta\theta+\varepsilon\varepsilon}{\sqrt2},\qquad n_1=\frac{\theta\theta-\varepsilon\varepsilon}{\sqrt2},\qquad n_2=\sqrt2\,\theta\varepsilon .\tag{3}$$

A threefold rotation about a cube diagonal turns $(\theta,\varepsilon)$ through $120^\circ$ as a plane vector. It leaves $n_0$ fixed and turns $(n_1,n_2)$ through twice that angle. A fourfold rotation about $z$ changes the sign of $\varepsilon$, hence of $n_2$ alone. So $n_0$ is an $A_1$ density and $(n_1,n_2)$ an $E$ doublet. An invariant form cannot couple the two, and it takes the same value on both members of the doublet:

- $(n_0|n_1)=0$ gives $(\theta\theta|\theta\theta)=(\varepsilon\varepsilon|\varepsilon\varepsilon)\equiv U_e$.
- $(n_1|n_1)=(n_2|n_2)$ gives $U_e-(\theta\theta|\varepsilon\varepsilon)=2J_e$, with $J_e=(\theta\varepsilon|\theta\varepsilon)$.

Thus

$$(\theta\theta|\varepsilon\varepsilon)=U_e-2J_e ,\tag{4}$$

and two parameters suffice. Cubic symmetry alone enforces (4); no atomic sphericity is needed. The full shell is treated in the same way: classify the pair densities, then count the invariant forms on them.

## Counting for the full shell

Add the $t_2$ orbitals $\xi\sim yz$, $\eta\sim zx$, $\zeta\sim xy$. Five orbitals have $5\cdot6/2=15$ pair densities, which fall into three groups.

1. The three densities of the $e$ pair give $A_1+E$, as above.
2. The squares $\xi\xi,\eta\eta,\zeta\zeta$ are permuted like the three cube axes and give $A_1+E$. The products $\eta\zeta,\zeta\xi,\xi\eta$ have the symmetry of $yz,zx,xy$, since for example $\xi\eta\sim xy\,z^2$. They give $T_2$.
3. The six products of $e$ with $t_2$ contain $\zeta\theta\sim xy(3z^2-r^2)$ and $\zeta\varepsilon\sim xy(x^2-y^2)$. Under the fourfold rotation about $z$, $\zeta\to-\zeta$, $\theta\to\theta$, $\varepsilon\to-\varepsilon$. Hence $\zeta\theta$ changes sign, as $xy$ does, and $\zeta\varepsilon$ does not, as befits the $z$ component of $T_1$. With their partners they give $T_2+T_1$.

Altogether

$$\mathrm{Sym}^2(E+T_2)=2A_1+2E+T_1+2T_2 ,\qquad 2+4+3+6=15 .\tag{5}$$

By Schur's lemma an invariant form couples only equal components of equal irreducible representations, with a strength independent of the component. If a representation occurs $n$ times, what remains free is a real symmetric $n\times n$ matrix with $n(n+1)/2$ entries:

$$3\,(A_1)+3\,(E)+1\,(T_1)+3\,(T_2)=10 .\tag{6}$$

Two assumptions carry this number.

**The group.** The count holds for $O$, $O_h$ and $T_d$, which act on these orbitals by the same matrices up to relabelling. In $T$ and $T_h$ the operations that exchange two cube axes are missing. Then $T_1$ and $T_2$ become equivalent, and three copies give 6 parameters. The two $E$ doublets can be coupled by a $90^\circ$ turn as well as by the identity, because both commute with $120^\circ$ turns; this makes $3+1=4$. With 3 from $A_1$ the total is 13.

**The exchange symmetry (2).** A general real, spin-independent pair interaction need not be a form on densities. It acts separately on symmetric and antisymmetric orbital pairs. The symmetric pairs again give 10. The antisymmetric ones are $A_2$ from $e^2$, $T_1$ from $t_2^2$ and $T_1+T_2$ from $t_2e$, giving $1+3+1=5$ more. Such an interaction has 15 parameters, which (2) cuts to 10.

## The ten parameters

A convenient set is

$$\begin{aligned}
&U_t=(\zeta\zeta|\zeta\zeta),\quad U_t'=(\xi\xi|\eta\eta),\quad J_t=(\xi\eta|\xi\eta),\quad U_e,\quad J_e,\\
&V_\theta=(\zeta\zeta|\theta\theta),\quad V_\varepsilon=(\zeta\zeta|\varepsilon\varepsilon),\quad K_\theta=(\zeta\theta|\zeta\theta),\\
&K_\varepsilon=(\zeta\varepsilon|\zeta\varepsilon),\quad M=(\zeta\theta|\xi\eta).
\end{aligned}\tag{7}$$

To see that they fix everything, evaluate the matrices counted in (6). A density $\sum_{ab}c_{ab}\,ab$ with symmetric $c$ is normalized by $\sum_{ab}c_{ab}^2=1$, so a product of different orbitals carries a factor $\sqrt2$.

**$A_1$**, with $(\theta\theta+\varepsilon\varepsilon)/\sqrt2$ and $(\xi\xi+\eta\eta+\zeta\zeta)/\sqrt3$. The diagonal entries are $\tfrac12[2U_e+2(U_e-2J_e)]$ and $\tfrac13(3U_t+6U_t')$. Since $\theta\theta+\varepsilon\varepsilon$ is invariant, each $t_2$ square contributes $V_\theta+V_\varepsilon$ to the coupling, which is $3(V_\theta+V_\varepsilon)/\sqrt6$:

$$\mathcal M_{A_1}=\begin{pmatrix}2U_e-2J_e&\sqrt{3/2}\,(V_\theta+V_\varepsilon)\\ \cdot&U_t+2U_t'\end{pmatrix}.\tag{8}$$

**$E$**, with $(\theta\theta-\varepsilon\varepsilon)/\sqrt2$ and $(2\zeta\zeta-\xi\xi-\eta\eta)/\sqrt6$. The first diagonal entry is $2J_e$ by (4), the second $\tfrac16(6U_t-6U_t')$. For the coupling put $D=\theta\theta-\varepsilon\varepsilon$. The sum of the three $t_2$ squares is $A_1$ and does not couple to $D$, so $-(\xi\xi+\eta\eta|D)=(\zeta\zeta|D)$. The coupling is $3(\zeta\zeta|D)/\sqrt{12}$:

$$\mathcal M_E=\begin{pmatrix}2J_e&\tfrac{\sqrt3}{2}(V_\theta-V_\varepsilon)\\ \cdot&U_t-U_t'\end{pmatrix}.\tag{9}$$

**$T_2$**, with $\sqrt2\,\xi\eta$ and $\sqrt2\,\zeta\theta$, and **$T_1$**, with $\sqrt2\,\zeta\varepsilon$:

$$\mathcal M_{T_2}=\begin{pmatrix}2J_t&2M\\ \cdot&2K_\theta\end{pmatrix},\qquad \mathcal M_{T_1}=2K_\varepsilon .\tag{10}$$

The ten entries determine the ten parameters: (10) gives $J_t,M,K_\theta,K_\varepsilon$; (9) gives $J_e$, after which (8) gives $U_e$; the remaining entries give $U_t+2U_t'$ and $U_t-U_t'$, hence $U_t$ and $U_t'$, and $V_\theta\pm V_\varepsilon$, hence $V_\theta$ and $V_\varepsilon$. So (7) is a complete set without redundancy. For a $t_2$ shell alone $U_t,U_t',J_t$ remain, and cubic symmetry imposes no relation among them.

## Three numbers for a spherical shell

Now let $W$ be invariant under all rotations and let the five orbitals be $l=2$ harmonics with one common radial function. Both conditions are needed for what follows. Among the 15 symmetric pairs of magnetic quantum numbers, the totals $4,3,2,1,0$ occur $1,1,2,2,3$ times. Hence

$$\mathrm{Sym}^2(D_2)=D_0+D_2+D_4 ,\tag{11}$$

each once. Schur's lemma leaves one number $\lambda_L$ for each $L$: three in all. Without (2), the antisymmetric pairs $D_1+D_3$ would add two.

The cubic content is $D_0\to A_1$, $D_2\to E+T_2$, $D_4\to A_1+E+T_1+T_2$. This shows where seven parameters go. In $\mathcal M_{A_1}$, $\mathcal M_E$ and $\mathcal M_{T_2}$ the coupling between different $L$ must vanish: three conditions. The seven remaining diagonal values must merge into three: four conditions.

**The values.** Expand $W$ in Legendre polynomials of the angle between $\mathbf r$ and $\mathbf r'$, and let $F^k$ be the radial integral of the $k$th term. For the bare interaction its radial kernel is $r_<^k/r_>^{k+1}$. The addition theorem turns the $k$th term into a sum of $2k+1$ products, one per component. The component along $z$ is $P_k(\cos\vartheta)P_k(\cos\vartheta')$, so it contributes $F^k\langle a|P_k|b\rangle\langle c|P_k|d\rangle$. This is a rank-one form with eigenvalue

$$\lambda_k=F^k\sum_{ab}\langle a|P_k|b\rangle^2=F^k\sum_m\langle m|P_k|m\rangle^2 ,\tag{12}$$

because $P_k$ is diagonal in $m$ and the sum of squared moduli does not depend on the basis. With $x=\cos\vartheta$ on $[0,1]$, the normalized weights of the $d$ states are

$$w_0=\tfrac54(3x^2-1)^2,\quad w_{\pm1}=\tfrac{15}{2}x^2(1-x^2),\quad w_{\pm2}=\tfrac{15}{8}(1-x^2)^2 .$$

For $|m|=0,1,2$ they give $\langle x^2\rangle=\tfrac{11}{21},\tfrac37,\tfrac17$ and $\langle x^4\rangle=\tfrac37,\tfrac5{21},\tfrac1{21}$. Inserting these in $P_2=(3x^2-1)/2$ and $P_4=(35x^4-30x^2+3)/8$,

$$\langle P_2\rangle=\tfrac27,\tfrac17,-\tfrac27;\qquad \langle P_4\rangle=\tfrac27,-\tfrac4{21},\tfrac1{21}.\tag{13}$$

The sums of squares, counting $\pm m$ separately, are $14/49$ and $70/441$; for $k=0$ the sum is 5. Therefore

$$\lambda_0=5F^0,\qquad \lambda_2=\tfrac27F^2,\qquad \lambda_4=\tfrac{10}{63}F^4 .\tag{14}$$

**The directions.** The $L=0$ density has $c_{ab}\propto\delta_{ab}$; its components along the two $A_1$ densities are $v=(\sqrt2,\sqrt3)/\sqrt5$.

For $L=2$ in $E$, (13) gives the coefficients $\tfrac27$ for $\theta\theta$, $-\tfrac27$ for $\varepsilon\varepsilon$ and $\zeta\zeta$, and $\tfrac17$ for $\xi\xi$ and $\eta\eta$. The components along the two $E$ densities are $\tfrac47/\sqrt2$ and $-\tfrac67/\sqrt6$, in the ratio $2:-\sqrt3$. Hence $u=(2,-\sqrt3)/\sqrt7$.

For $L=2$ in $T_2$, use matrix elements of $xy$ on the unit sphere, with $\zeta=\sqrt{15}\,xy$ and cyclic partners, $\theta=\tfrac{\sqrt5}{2}(3z^2-1)$, and the sphere averages $\overline{x^2y^2}=\tfrac1{15}$, $\overline{x^2y^2z^2}=\tfrac1{105}$:

$$\langle\xi|xy|\eta\rangle=\tfrac{15}{105}=\tfrac17,\qquad \langle\zeta|xy|\theta\rangle=\tfrac{5\sqrt3}{2}\left(\tfrac{3}{105}-\tfrac1{15}\right)=-\tfrac{2\sqrt3}{21}.$$

Their ratio is $\sqrt3:-2$, so $w=(\sqrt3,-2)/\sqrt7$. In each block $L=4$ takes the orthogonal direction.

**The collapse.** The blocks become

$$\begin{aligned}\mathcal M_{A_1}&=\lambda_4\mathbb 1+(\lambda_0-\lambda_4)vv^T, &\mathcal M_E&=\lambda_4\mathbb 1+(\lambda_2-\lambda_4)uu^T,\\ \mathcal M_{T_2}&=\lambda_4\mathbb 1+(\lambda_2-\lambda_4)ww^T, &\mathcal M_{T_1}&=\lambda_4 .\end{aligned}\tag{15}$$

Introduce the Racah parameters by $\lambda_4=2C$, $\lambda_2-\lambda_4=14B$ and $\lambda_0=5A+7C$. From (14),

$$A=F^0-\tfrac{F^4}{9},\qquad B=\tfrac{F^2}{49}-\tfrac{5F^4}{441},\qquad C=\tfrac{5F^4}{63}.\tag{16}$$

Comparing (15) with (9) and (10) gives

- $2K_\varepsilon=2C$, $\;2J_e=2C+8B$, $\;U_t-U_t'=2C+6B$;
- $2J_t=2C+6B$, $\;2K_\theta=2C+8B$, $\;2M=-4\sqrt3B$;
- $\tfrac{\sqrt3}{2}(V_\theta-V_\varepsilon)=-4\sqrt3B$, so $V_\theta-V_\varepsilon=-8B$.

In $A_1$, $\lambda_0-\lambda_4=5(A+C)$. Then (8) gives $2U_e-2J_e=2A+4C$, $U_t+2U_t'=3A+5C$ and $V_\theta+V_\varepsilon=2(A+C)$. Solving,

$$\begin{aligned}
U_t&=U_e=A+4B+3C, & U_t'&=A-2B+C, & J_t&=3B+C,\\
J_e&=K_\theta=4B+C, & V_\theta&=A-4B+C, & V_\varepsilon&=A+4B+C,\\
K_\varepsilon&=C, & M&=-2\sqrt3\,B.
\end{aligned}\tag{17}$$

Take $U_t,J_t,J_e$ as the free three. Then $B=J_e-J_t$ and $C=4J_t-3J_e$, and (17) is equivalent to seven relations:

$$\begin{gathered}
U_t'=U_t-2J_t,\quad U_e=U_t,\quad K_\theta=J_e,\quad K_\varepsilon=4J_t-3J_e,\\
M=-2\sqrt3(J_e-J_t),\quad V_\theta=U_t-2J_e,\quad V_\varepsilon=U_t-8J_t+6J_e .
\end{gathered}\tag{18}$$

The first resembles (4) but has a different status: for $e$ orbitals cubic symmetry enforces the relation. For $t_2$ orbitals it does not, but a rotationally invariant $W$ and one radial function common to the three $l=2$ orbitals suffice, whatever the radial function of the $e$ pair.

## The nearest spherical tensor

Averaging a cubic tensor over all rotations gives a spherical one and preserves its trace within each $L$ subspace. With multiplicities 2 for $E$ and 3 for $T_1,T_2$,

$$\begin{aligned}
\bar\lambda_0&=v^T\mathcal M_{A_1}v,\qquad \bar\lambda_2=\tfrac15\left(2u^T\mathcal M_Eu+3w^T\mathcal M_{T_2}w\right),\\
\bar\lambda_4&=\tfrac19\left(\mathrm{tr}\,\mathcal M_{A_1}+2\,\mathrm{tr}\,\mathcal M_E+3\,\mathrm{tr}\,\mathcal M_{T_2}+3\mathcal M_{T_1}-\bar\lambda_0-5\bar\lambda_2\right).
\end{aligned}\tag{19}$$

Equation (14) converts these into effective Slater integrals. The average is an orthogonal projection, so it is the spherical tensor closest to the cubic one in the sum of squared element differences. It discards the seven violations of (18).

## What the lost relations do to d² triplets

For two electrons of parallel spin, the interaction between the orbital pairs $ab$ and $cd$ is $(ac|bd)-(ad|bc)$. The pair $\theta\varepsilon$ is $A_2$, and $\zeta\theta$ belongs to $T_2$:

$$E({}^3A_2)=U_e-3J_e,\qquad E({}^3T_2)=V_\theta-K_\theta .\tag{20}$$

The pairs $\xi\eta$ and $\zeta\varepsilon$ both belong to $T_1$ and mix through $(\xi\zeta|\eta\varepsilon)-(\xi\varepsilon|\eta\zeta)$. To express this by $M$, rotate $x\to y\to z\to x$. Then $\zeta\theta\to\xi\theta_x$ and $\zeta\varepsilon\to\xi\varepsilon_x$, with $\theta_x=-\tfrac12\theta+\tfrac{\sqrt3}2\varepsilon$ and $\varepsilon_x=-\tfrac{\sqrt3}2\theta-\tfrac12\varepsilon$, while $\xi\eta\to\eta\zeta$. So $(\xi\theta_x|\eta\zeta)=M$, and $(\xi\varepsilon_x|\eta\zeta)=0$ because $T_1$ and $T_2$ do not couple. Since $\varepsilon=\tfrac{\sqrt3}2\theta_x-\tfrac12\varepsilon_x$, $(\xi\varepsilon|\eta\zeta)=\tfrac{\sqrt3}2M$. The fourfold rotation $\xi\to-\eta$, $\eta\to\xi$, $\zeta\to-\zeta$, $\varepsilon\to-\varepsilon$ then gives $(\eta\varepsilon|\xi\zeta)=-\tfrac{\sqrt3}2M$. The mixing element is $-\sqrt3M$:

$$H({}^3T_1)=\begin{pmatrix}U_t'-J_t&-\sqrt3M\\-\sqrt3M&V_\varepsilon-K_\varepsilon\end{pmatrix}.\tag{21}$$

In the spherical limit both energies in (20) equal $A-8B$. The matrix (21) has diagonal $A-5B$, $A+4B$ and off-diagonal $6B$; its eigenvalues are $A-\tfrac12B\pm\tfrac{15}2B$, that is $A-8B$ and $A+7B$. These are the terms $^3F$ (sevenfold) and $^3P$ (threefold) in their orbital degeneracy. When (18) fails, $^3F$ can split through the interaction alone, even if all five one-electron energies are equal.

## A shell with ligand tails

Let $d_a$ be Gaussian $d$ functions with exponent $0.6\ \mathrm{bohr}^{-2}$. Six octahedral sites at $3.5$ bohr carry $s$ and $p$ Gaussians $\chi_j$ with exponent $0.3\ \mathrm{bohr}^{-2}$. The orbitals are

$$\phi_a\propto d_a-\tau\sum_j\chi_j\langle\chi_j|d_a\rangle ,\tag{22}$$

normalized. Cubic operations map the ligand set onto itself, so $\phi_a$ transforms as $d_a$ for any $\tau$. The interaction is bare; screening and one-electron splittings are left out.

For $\tau=0$, radial quadrature gives $F^0,F^2,F^4=14.964,\ 9.018,\ 6.243$ eV. By (16), $A=14.964-0.694=14.270$, $B=0.1840-0.0708=0.113$ and $C=0.4955$ eV. Then, with unrounded inputs, $U_t=A+4B+3C=14.2703+0.4530+1.4865=16.2098$ eV, in agreement with the directly evaluated integral.

For $\tau=1$ some of the parameters, in eV, are:

| | direct | rotational average |
|---|---|---|
| $U_t$ | 15.543 | 15.722 |
| $U_e$ | 15.951 | 15.722 |
| $J_t$ | 0.796 | 0.788 |
| $J_e$ | 0.888 | 0.895 |

The largest violation of (18) is $U_e-U_t=0.408$ eV. That is under 3% of $U_t$ but about half of $J_t$. At $\tau=1$ the $t_2$ relation is much better kept: $U_t'-U_t+2J_t=14.004-15.543+1.592=0.053$ eV. The largest violation does not grow steadily with $\tau$: it is $0.472$ eV at $\tau=0.5$, more than at $\tau=1$, and vanishes to rounding at $\tau=0$. Nor does $\langle r^2\rangle$ grow steadily with $\tau$. For the $e$ pair $\langle r^2\rangle$ is $2.92$, $2.89$ and $3.81\ \mathrm{bohr}^2$ at $\tau=0$, $0.5$ and $1$: the subtraction removes weight from the shell between 2 and 3 bohr ($0.21$, $0.15$, $0.10$) and moves it partly inward and partly into tails beyond 3 bohr ($0.003$, $0.014$, $0.080$); at $\tau=0.5$ these changes nearly cancel in $\langle r^2\rangle$.

The triplets follow from (20) and (21):

- $E({}^3A_2)=15.951-3(0.888)=13.286$ eV, using unrounded inputs;
- $E({}^3T_2)=13.9884-0.9129=13.0755$ eV;
- $^3T_1$: diagonal $13.208$ and $14.347$, off-diagonal $0.649$, eigenvalues $12.915$ and $14.640$ eV.

Without tails the first three levels coincide at $13.364$ eV. With tails the descendants of $^3F$ spread over $0.372$ eV. A three-parameter interaction that obeys (18) would put them back at one energy, so with equal one-electron energies its error for these splittings is the whole splitting. Most of that error has the form of a crystal field: a spherical interaction together with a fitted $e$–$t_2$ splitting of $0.20$ eV reproduces the four triplet levels within $0.005$ eV, and a fit to all $d^2$ levels, singlets included, leaves at most $0.044$ eV, against $0.26$ eV without such a splitting. Where that splitting is itself adjusted, it absorbs most of the difference.

The numerical output also gives tests of the counting. Group averages of random tensors leave 10 cubic and 3 spherical Coulomb parameters, 13 for $T$, and 15 and 5 when (2) is dropped. Thirty sets of orbitals with varied tails and radial shapes give parameter vectors that span all ten dimensions, the smallest singular value being $2\times10^{-5}$ of the largest. The ten are thus linearly independent for actual Coulomb integrals too, though some directions are explored weakly. Spherical shells of varied radial shape span three.

## Computed results

```
Multiplicities in symmetric pair densities: A1 2, A2 0, E 2, T1 1, T2 2
Multiplicities in antisymmetric pairs: A1 0, A2 1, E 0, T1 2, T2 1
Coulomb parameters: cubic 10, spherical 3, group T 13
General pair interaction: cubic 15, spherical 5
Exponents (bohr^-2): d 0.6, ligand s and p 0.3
Centre-ligand distance: 3.5 bohr
Overlap of theta with s on the +z site: 0.1490
Overlap of theta with p_z on the +z site: -0.2254
Overlap of zx with p_x on the +z site: 0.1346
Spherical shell F0, F2, F4 (eV): 14.9640 9.0180 6.2432
Spherical shell A, B, C (eV): 14.2703 0.1133 0.4955
Pair-density eigenvalues L=0,2,4 (eV): 74.8199 2.5766 0.9910
Parameter (eV): no tails | with tails | rotational average
  Ut     16.2098 |   15.5425 |   15.7216
  Ut'    14.5393 |   14.0041 |   14.1457
  Jt      0.8353 |    0.7958 |    0.7880
  Ue     16.2098 |   15.9506 |   15.7216
  Je      0.9485 |    0.8881 |    0.8946
  Vth    14.3128 |   13.9884 |   13.9324
  Vep    15.2188 |   14.8038 |   14.7857
  Kth     0.9485 |    0.9129 |    0.8946
  Kep     0.4955 |    0.4573 |    0.4680
  M      -0.3923 |   -0.3744 |   -0.3695
Violation of the seven relations with tails (eV):
  Ut'-Ut+2Jt          0.0532
  Ue-Ut               0.4081
  Kth-Je              0.0248
  Kep-4Jt+3Je        -0.0618
  M+2sqrt3(Je-Jt)    -0.0549
  Vth-Ut+2Je          0.2220
  Vep-Ut+8Jt-6Je      0.2994
Largest violation, tail strength 1, 0.5 (eV): 0.4081 0.4716
Largest violation without tails (eV): 1.1e-14
With tails, effective F0, F2, F4 (eV): 14.5462 8.5024 5.8964
With tails, effective A, B, C (eV): 13.8911 0.1067 0.4680
Orbital family, cubic: singular value 10 / 1 = 2.1e-05
Orbital family, spherical: 3 / 1 = 4.0e-05, 4 / 1 = 1.5e-16
Triplets 3A2, 3T2, lower 3T1, upper 3T1 (eV):
  no tails   13.3642 13.3642 13.3642 15.0631
  with tails 13.2864 13.0755 12.9146 14.6403
Spread of the 3F descendants with tails: 0.3718 eV
```
